# Spanning Barrier of a Disordered Film by Union-Find and Conductance Slope

## The decision: which temperature makes the slope a valid check

A barrier-network calculation can return one number, the lowest barrier that a carrier must accept to cross the film, or it can return the full conductance at each temperature. The first costs little more than a sort. The second should reproduce the first through its low-temperature slope, but someone must choose the temperature. If it is too high, a correct spanning barrier appears wrong; at an unlucky temperature, a wrong one could appear right. The choice can be guided by two further barriers, which the same sorting algorithm supplies.

## Model and algorithm

Sites are joined by bonds. All sites on the source plane are merged into one node \(s\), and all on the drain plane into one node \(t\). Bond \(b\) has conductance

\[
g_b=g_0e^{-\beta E_b},\qquad \beta=\frac1{k_BT}.
\]

The barriers \(E_b\) are counted from a fixed chemical potential, and \(g_0\) is the same for all bonds and independent of temperature. The network is finite and connected, the barriers are distinct, and the response is linear. The spanning barrier is

\[
E_c=\min_{\text{paths }s\to t}\ \max_{b\in\text{path}}E_b .
\]

The algorithm is:

1. Put every node in its own cluster and sort the bonds by \(E_b\).
2. Take the next bond. If its ends lie in different clusters, accept it and merge them, hanging the smaller cluster on the larger; otherwise reject it.
3. Stop when \(s\) and \(t\) share a cluster. The last bond is the critical bond \(c\), and its barrier is \(E_c\).

After all bonds up to energy \(E\) have been treated, two nodes share a cluster if and only if a path with barriers no higher than \(E\) joins them. The first merger of the electrodes therefore occurs at the minimum over paths of the highest barrier. For \(M_b\) bonds the sort costs of order \(M_b\ln M_b\) operations; the merging costs at most the same order, because a node moves one level deeper only when its cluster at least doubles.

If the run continues through all bonds, the accepted ones form a tree \(T_0\). It is the unique spanning tree of least total barrier. To see this, let \(T\) be any lightest tree and let \(f\) be the lowest bond in exactly one of \(T_0\) and \(T\).

- If \(f\) is in \(T_0\), adding it to \(T\) closes a cycle. The cycle contains a bond outside \(T_0\), which is higher than \(f\). Exchanging the two makes \(T\) lighter, a contradiction.
- If \(f\) is in \(T\), it was rejected in the run, so lower accepted bonds already joined its ends. These also belong to \(T\), which would then contain a cycle.

Hence \(T=T_0\). The path from \(s\) to \(t\) in \(T_0\) has \(c\) as its highest bond, because it was complete when \(c\) was added.

## What the slope measures at any temperature

Set the source at potential 1 and the drain at 0. With \(v_b\) the drop on bond \(b\), the dissipated power equals the conductance:

\[
G=\sum_b g_bv_b^2 .
\]

If the conductances change, so do the potentials \(\phi_i\):

\[
dG=\sum_b v_b^2\,dg_b+2\sum_b g_bv_b\,dv_b .
\]

The second sum can be regrouped by nodes as \(2\sum_i d\phi_i\,I_i\), where \(I_i\) is the net current leaving node \(i\) through the bonds. It vanishes, since \(I_i=0\) inside the film and \(d\phi_i=0\) at the electrodes. Therefore \(\partial G/\partial g_b=v_b^2\ge0\). With \(dg_b/d\beta=-E_bg_b\),

\[
E_{\rm sl}\equiv-\frac{d\ln G}{d\beta}
=\frac{\sum_bE_b\,g_bv_b^2}{\sum_b g_bv_b^2}.
\]

The slope is the mean barrier weighted with Joule heat. It need not lie above \(E_c\), nor approach it monotonically.

Since \(G\) cannot fall when a bond conductance rises, two bounds follow. Keep a single path of \(\ell\) bonds with barriers at most \(E_c\) and delete everything else: the series resistance is at most \(\ell e^{\beta E_c}/g_0\). Conversely, let \(S\) be the set of nodes reached from the source through barriers below \(E_c\). Join all nodes of \(S\) to each other by perfect conductors, and likewise all nodes outside \(S\); this cannot lower \(G\). What remains is a parallel set of \(M\) bonds leaving \(S\), each with barrier at least \(E_c\). Thus

\[
-\ln\ell\ \le\ \ln\frac{G}{g_0}+\beta E_c\ \le\ \ln M .
\]

The one-point estimate \(-k_BT\ln(G/g_0)\) therefore lies at most \(k_BT\ln M\) below \(E_c\) and at most \(k_BT\ln\ell\) above it. This does not yet control the derivative.

## The low-temperature limit

Let \(A\) be the node-bond incidence matrix, with entries \(+1\) and \(-1\) at the two ends of each bond. The matrix of the nodal equations is \(L=A\,\mathrm{diag}(g)A^{\mathsf T}\). Ground \(t\) and inject unit current at \(s\). The source potential is \(1/G\), and Cramer's rule gives

\[
G=\frac{\det L^{(t)}}{\det L^{(s,t)}},
\]

where superscripts name deleted rows and columns. The Cauchy-Binet formula expands each determinant as \(\sum_Q(\det A_Q)^2\prod_{b\in Q}g_b\). Here \(Q\) runs over sets with as many bonds as there are undeleted nodes.

If a component of \(Q\) has no deleted node, its rows sum to zero and the term vanishes. Otherwise, with \(r\) deleted nodes among \(n\), there are at most \(r\) components. But \(n-r\) bonds leave at least \(r\) components, with equality only when there are no cycles. So \(Q\) is a forest with one deleted node per tree. Expanding successively along undeleted end nodes, whose rows have one entry \(\pm1\), gives \((\det A_Q)^2=1\). With \(W\) the sum of barriers in a set,

\[
\frac{G}{g_0}=\frac{\sum_{\text{trees}}e^{-\beta W}}
{\sum_{\text{forests}}e^{-\beta W}} .
\]

The trees span the network; the forests consist of two trees, one containing \(s\) and the other \(t\). One factor \(g_0\) survives because a tree has one more bond.

Let \(F\) be such a forest. The path in \(T_0\) from \(s\) to \(t\) must cross between its two parts through some bond \(e\), with \(E_e\le E_c\). Then \(F+e\) is a spanning tree, and

\[
W_F\ge W_{T_0}-E_e\ge W_{T_0}-E_c .
\]

Equality requires \(e=c\) and \(F+e=T_0\). The unique lightest forest is therefore \(F_0=T_0-c\). Both finite sums are dominated by one term, so

\[
\frac{G}{g_0e^{-\beta E_c}}\to1,\qquad
E_{\rm sl}=\langle W\rangle_{\rm trees}-\langle W\rangle_{\rm forests}\to E_c
\qquad(T\to0).
\]

The averages carry the weights \(e^{-\beta W}\) of their own sums.

## The error at finite low temperature

Run the merging algorithm again with \(c\) deleted and call the result \(E_+\); run it with \(c\) shorted and call the result \(E_-\). Without \(c\), barriers up to \(E_c\) do not span, so \(E_+>E_c\). With \(c\) shorted, the other bonds of the old path suffice, so \(E_-<E_c\).

Write \(x=e^{-\beta E_c}\) and separate the sets that contain \(c\):

\[
\frac{G}{g_0x}=\frac{xA_1+B_1}{x(xC_1+D_1)}
=\frac{A_1}{D_1}\,\frac{1+X}{1+Y},
\quad X=\frac{B_1}{xA_1},\quad Y=\frac{xC_1}{D_1}.
\]

\(A_1\) and \(B_1\) come from trees with and without \(c\), \(C_1\) and \(D_1\) from forests with and without \(c\); the factor \(x\) has been taken out where \(c\) occurs. The lightest member of both \(A_1\) and \(D_1\) is \(F_0\), of weight \(W_0\).

**Bypass term.** With \(c\) deleted, clusters during the run are never larger than before, so every bond of \(F_0\) is still accepted. The lightest tree is \(F_0+f\), with \(f\) the lowest other bond between the two parts of \(F_0\). In the original run \(f\) was rejected, so lower bonds, including \(c\), joined its ends. The path through \(f\) from \(s\) to \(t\) thus has \(f\) as its highest barrier, and \(E_f=E_+\). Hence \(B_1\) begins with weight \(W_0+E_+\), and \(X\simeq e^{-\beta(E_+-E_c)}\).

**Series term.** With \(c\) shorted, the lightest tree is \(T_0-c=F_0\). The forest result of the previous section, applied to this network, gives the lightest weight \(W_0-E_-\) in \(C_1\). Hence \(Y\simeq e^{-\beta(E_c-E_-)}\).

**Remaining ratio.** Let \(u,v\) be the ends of \(c\). \(A_1\) sums over two-part forests without \(c\) that separate \(u\) from \(v\); \(D_1\) sums over those that separate \(s\) from \(t\). Forests that do both are common. A forest \(F\) that does just one joins the other pair by a path crossing between the parts of \(F_0\), through a bond \(h\ne c\) with \(E_h\ge E_+\). In either case \(F-h+c\) is a forest containing \(c\) that separates \(s\) from \(t\), so

\[
W_F-E_h+E_c\ge W_0-E_-+E_c
\ \Rightarrow\ W_F\ge W_0+E_+-E_- .
\]

Thus \(A_1/D_1=1+O(e^{-\beta(E_+-E_-)})\). Its exponent is the sum of the other two, so it is negligible beside the larger of \(X\) and \(Y\). At leading order,

\[
\ln\frac{G}{g_0}+\beta E_c\simeq e^{-\beta(E_+-E_c)}-e^{-\beta(E_c-E_-)} .
\]

Differentiating with a minus sign gives the slope error:

\[
E_{\rm sl}-E_c\simeq(E_+-E_c)e^{-\beta(E_+-E_c)}-(E_c-E_-)e^{-\beta(E_c-E_-)} .
\]

The larger exponential is the leading term; the smaller may be hidden by corrections to it. If the two gaps coincide, the leading terms cancel and this estimate is insufficient.

Two bonds show the signs. In series, with \(E_1<E_2=E_c\), \(\ln(G/g_0)+\beta E_c=-\ln(1+e^{-\beta(E_2-E_1)})\): the lower barrier still adds resistance. In parallel, with \(E_c=E_1<E_2\), the result is \(+\ln(1+e^{-\beta(E_2-E_1)})\): the higher barrier adds conductance. In each case the absent alternative contributes no term.

The temperature criterion is

\[
k_BT\ll\delta,\qquad \delta=\min(E_+-E_c,\ E_c-E_-).
\]

This is enough to make the slope error small when few bonds compete. It does not fix the coefficient of the leading term, which also needs \(k_BT\) small against the further barrier gaps along the bypass and series paths: on 19 other films of the size treated below, at \(k_BT=\delta/10\), the slope error stayed below \(10^{-4}\delta\) but ranged from 0.35 to 1.8 times the leading law. If \(K\) parallel bonds lie close to \(E_+\), the first exponential is multiplied by about \(K\); \(K\) series bonds close to \(E_-\) do the same to the second. The condition then becomes \(Ke^{-\delta/k_BT}\ll1\). For one bond at \(E_c\) and 445 parallel bonds at \(E_c+\delta\), the slope error at \(k_BT=\delta/5\) is still \(0.75\,\delta\); at \(k_BT=\delta/10\) it is \(0.02\,\delta\).

On four 13-bond networks, each with 576 trees and 576 forests, barriers at least 4 meV apart and \(k_BT=0.25\) meV, the enumerated sums gave a ratio of true correction to leading law of 1.000000.

## Computing \(G\) without losing the weak bonds

Let \(S_k=\sum_mg_{km}\) at an interior site \(k\). Current conservation gives \(\phi_k=\sum_mg_{km}\phi_m/S_k\), so the current from \(i\) to \(k\) is

\[
g_{ik}(\phi_i-\phi_k)=\sum_m\frac{g_{ik}g_{km}}{S_k}(\phi_i-\phi_m).
\]

Site \(k\) can therefore be removed if each pair of its neighbours receives an added link \(g_{ik}g_{kj}/S_k\). Repetition leaves one link, \(G\). No conductances are subtracted, and logarithms prevent underflow.

The slope is carried along through \(h=-d\ln g/d\beta\), which starts as \(E_b\). Differentiating the logarithm of the added link gives \(h_{ik}+h_{kj}-\sum_mg_{km}h_{km}/S_k\). When parallel links merge, their \(h\) values are averaged with conductance as weight. Replacing the initial \(E_b\) by 1 on \(c\) and 0 elsewhere gives \(\partial\ln G/\partial\ln g_c\), the critical bond's share of the heat.

## A film of 1923 bonds

The film is 80 nm long, 80 nm wide and 15 nm thick, with 5 nm cells. Its barriers are independent Gaussian draws of mean 100 meV and spread 20 meV. The electrodes join after 628 bonds, a fraction 0.327. The three runs give

\[
E_-=90.386,\quad E_c=91.607,\quad E_+=91.815\ \text{meV}.
\]

These digits describe one numerical sample; they are not material accuracy. A separate threshold search using graph components returned the same \(E_c\). The gaps are 1.221 and 0.209 meV, so \(\delta/k_B=2.42\) K. The slope check was made at one tenth of this, 0.242 K.

| \(T\) (K) | Slope (meV) | Heat share of \(c\) |
|---:|---:|---:|
| 300 | 97.02 | 0.00003 |
| 77 | 92.59 | 0.0007 |
| 30 | 90.68 | 0.016 |
| 10 | 91.55 | 0.176 |
| 0.242 | 91.607 | 0.999955 |

At the lowest temperature the larger exponential is \(e^{-10}=4.5\times10^{-5}\). The predicted slope error is \(0.209\ \text{meV}\times4.54\times10^{-5}=0.0095\ \mu\text{eV}\), equal to the computed difference at this precision. The missing heat share is also \(4.5\times10^{-5}\), as follows from

\[
\frac{\partial\ln G}{\partial\ln g_c}=\frac1{1+X}-\frac{Y}{1+Y}\simeq1-X-Y .
\]

At 300 K the slope is 5.4 meV above \(E_c\), or 5.9% of \(E_c\). Nodal voltages with the heat average, and a finite difference of \(\ln G\), both give the same 97.02 meV. The discrepancy is thus a property of the warm network, not a numerical error.

The approach is not monotonic. The slope is above \(E_c\) at 77 K and below it at 30 K, so it equals \(E_c\) somewhere between, although the critical bond carries under 2% of the heat at both ends of that interval. Agreement at one temperature is therefore no proof of convergence. At 10 K the error is just 0.06 meV, yet \(c\) carries 18% of the heat and \(k_BT=0.86\) meV exceeds \(\delta\). The leading law is not valid there: it gives \(0.785-0.243=0.54\) for \(\ln(G/g_0)+\beta E_c\), while the computed value is 0.95.

The path and cut bounds have \(\ell=31\) and \(M=445\), hence limits \(-3.4\) and \(6.1\). They hold at all six temperatures computed, but are loose: at 10 K the upper one allows the one-point estimate to fall 5.3 meV below \(E_c\), while the actual shortfall is \(0.86\times0.95=0.82\) meV.

Without logarithms, double precision fails well before 0.242 K, where even the largest ratio \(g_b/g_0=e^{-32.15/0.0209}\approx e^{-1540}\) is stored as zero. The barriers range from 32.15 to 172.69 meV. At 30 K the conductances span a factor \(e^{140.54/2.585}\approx4\times10^{23}\), so a weak bond can vanish when added to a strong one in a diagonal element. In this film an ordinary nodal solution still gives the correct \(\ln G\) at 30 K, but at 10 K it is wrong by several units.

Over 100 films of the same size and statistics, \(E_c\) has mean 91.2 meV and standard deviation 1.8 meV; another set of 80 films gave 1.4 meV, so the second digit is not settled. The slope error also varies from film to film: over sets of 40 films its root-mean-square value is 2.2 to 2.6 meV at 77 K, mostly a systematic excess over \(E_c\), and 0.9 to 1.0 meV at 30 K. For predicting this class of films, sample scatter is thus the larger uncertainty at 30 K, but not at 77 K. For validating code on one film, the scatter is irrelevant.

A single square layer offers a case with a known answer. Take \(N\) bonds along the current in each of \(N\) rows. There are \(N^2\) such bonds and \((N-1)^2\) transverse ones. Either open bonds join the electrodes, or a line crossing only closed bonds runs between the free edges. The network of these crossing lines is the original turned by a right angle. With half the bonds open on average, the two outcomes are equally likely, so the spanning probability is 1/2. For \(N=12\), 2000 samples gave 0.517, which is 1.5 standard errors away. The median \(E_c\) of such a layer is thus the median barrier, here 100 meV. Stacking layers adds paths and cannot raise \(E_c\), consistent with the lower mean for three layers.

## Reading a measured slope

The parameters are in the rough regime of percolation models for amorphous In-Ga-Zn oxide, with the mean barrier toward the high side. The thickness is realistic for a transistor channel; the 80 nm length is far shorter than the micrometre channels of display transistors, and the cell size is a model choice. That choice has a limit: for an effective mass of 0.34 electron masses the thermal wavelength at 300 K is 7.4 nm, longer than a cell, and in a periodic row of parabolic barriers of height \(E_c\), one per cell, the lowest level already lies 57 meV above the well bottom. Classical passage over barriers 5 nm apart is therefore not a quantitative description of this oxide. A real device can break the assumptions of constant \(g_0\), fixed chemical potential and passage over the barrier. Rough estimates of the resulting changes of slope at 300 K, each effect taken alone, are:

- A prefactor proportional to \(T\) adds \(-d\ln T/d\beta=k_BT=26\) meV to the slope.
- At a fixed density of \(4\times10^{18}\ \mathrm{cm^{-3}}\) and effective mass 0.34 electron masses, with bulk states and with barriers counted from the well bottom, the common factor \(e^{\beta\mu}\) lowers the slope by \(d(\beta\mu)/d\beta=50\) meV. As \(T\to0\) this becomes the Fermi energy, 27 meV.
- A parabolic barrier of height \(E_c\) filling one cell has \(\hbar\omega=81\) meV. If the parabola is continued below the well bottom, tunnelling multiplies the critical bond's conductance by \(q/\sin q\approx1.6\), with \(q=\beta\hbar\omega/2\), and lowers that bond's slope by about 26 meV. Other bonds with barriers near the mean shift by comparable amounts, since \(q\propto\sqrt{E_b}\); with the factor applied to every bond, the film's slope falls by 28 meV. The formula diverges at \(\hbar\omega/(2\pi k_B)=150\) K, below which deep tunnelling must be treated separately.

Replacing the Boltzmann factor by Fermi occupation, at fixed chemical potential, changes the film's slope by a further \(-2.4\) meV. The three larger effects are each several times the 5.4 meV difference between warm slope and \(E_c\). A measured room-temperature slope cannot be read as \(E_c\) without correcting for them. Of these three, cooling removes only the prefactor term, which equals \(k_BT\). The fixed-density term tends to the Fermi energy, and the tunnelling term grows: for a single parabolic barrier of height \(E_c\) that ends at the well bottom, with flat potential on both sides, the transmission found from the wave equation, averaged with Boltzmann occupation, lowers the slope by 34 meV at 300 K and by 81 meV at 77 K, where little activation is left. At the density above the carriers are degenerate at 77 K; with Fermi occupation and the chemical potential fixed 25 meV above the well bottom, tunnelling removes 63 of the remaining 67 meV at that temperature. The difference from the 26 meV estimated above at 300 K shows that the size of this term depends on how the barrier ends. The 0.242 K value therefore validates the classical network calculation and does not predict a cooled transistor.

Linear response sets a last condition. At 300 K, 0.10 V across the film puts up to 12 mV on one bond, about half of \(k_BT/e\), so the requirement that each drop be small against \(k_BT/e\) is only marginally met on that bond. The effect on the total is small: if each bond current grows as the hyperbolic sine of its drop divided by \(2k_BT/e\), the film current exceeds the linear value by 0.3%. At 0.242 K nearly all the voltage falls on the critical bond, and the total must stay well below \(k_BT/e=0.02\) mV. The numerical output lists the remaining values.

## Computed results

```
film length and width: 80 nm, thickness: 15 nm
cell size: 5.0 nm; interior sites: 720; bonds: 1923
barrier mean: 100 meV, spread: 20 meV
lowest and highest barrier drawn: 32.15, 172.69 meV
bonds added when electrodes join: 628 (fraction 0.3266)
spanning barrier E_c: 91.6067 meV
E_minus (critical bond shorted): 90.3862 meV
E_plus (critical bond deleted): 91.8153 meV
smaller gap delta: 0.2086 meV = 2.420 K
shortest path with barriers <= E_c: 31 bonds; cut: 445 bonds
columns: T (K) | ln(G/g0) | ln(G/g0)+E_c/kT | slope (meV) | critical heat share
   300.0000 |     -2.7247 |   0.81878 |   97.0156 | 0.000032
   150.0000 |     -6.4288 |   0.65819 |   94.7335 | 0.000130
    77.0000 |    -13.2891 |   0.51677 |   92.5870 | 0.000655
    30.0000 |    -34.8163 |   0.61875 |   90.6805 | 0.015746
    10.0000 |   -105.3534 |   0.95178 |   91.5455 | 0.175694
     0.2420 |  -4392.3471 |   0.00005 |   91.6067 | 0.999955
slope minus E_c at lowest T: 0.0095 micro-eV
slope minus E_c at 300 K: 5.409 meV
slope at 300 K from Joule heat: 97.0156 meV
slope at 300 K from finite difference: 97.0156 meV
E_c over 100 films: mean 91.23 meV, standard deviation 1.75 meV
small network: 13 bonds, 576 trees, 576 forests
correction, exact/law, small networks: 1.000000, 1.000000, 1.000000, 1.000000
self-dual layer, spanning fraction at half filling: 0.5165 (2000 samples)
kT at 300 K (slope added by a prefactor proportional to T): 25.85 meV
effective mass: 0.34 electron masses
barrier-top quantum hbar*omega: 81.05 meV
tunnelling crossover temperature: 149.7 K
tunnelling factor of critical bond at 300 K: 1.568
tunnelling shift of its slope at 300 K: -25.72 meV
Fermi/Boltzmann conductance ratio at 300 K: 0.9716
Fermi minus Boltzmann slope at 300 K: -2.389 meV
electron density: 4.0e+18 cm^-3
chemical potential above well bottom at 300 K: 1.63 meV
slope lowered at fixed density, 300 K: 49.56 meV
slope lowered at fixed density, T -> 0: 27.02 meV
applied voltage: 0.10 V; largest bond drop at 300 K: 12.17 mV
```
